# Antiferroelectric and Herzfeld Instabilities of Simple Cubic Polarizable Points

Squeeze a molecular crystal and its molecules come closer while each remains, at first, a separate polarizable object. A fluctuating dipole on one molecule produces a field at its neighbours, their induced dipoles act back, and the feedback grows with density. Herzfeld's criterion places the end of the insulating state where this feedback diverges for a uniform polarization. But a crystal may polarize in any pattern. Which pattern diverges first as the density rises?

We answer this for identical, isotropic, linearly polarizable points on a simple cubic lattice of spacing $a$. The sites are fixed, retardation is neglected, and the polarizability $\alpha$ does not change with density. In atomic units $4\pi\varepsilon_0=1$, so $\alpha$ is a volume and the one parameter is $x=\alpha/a^3$.

## Two points by hand

A dipole $\mathbf p$ at the origin has potential $-\mathbf p\cdot\nabla(1/r)$. Its field is minus the gradient of this:

$$E_i=\sum_j t_{ij}p_j,\qquad t_{ij}=\partial_i\partial_j\frac1r=\frac{3r_ir_j}{r^5}-\frac{\delta_{ij}}{r^3}.$$

At distance $a$ along the dipole's axis the factor is $t=2/a^3$; at distance $a$ to its side it is $t=-1/a^3$.

Inducing a dipole $p$ costs $p^2/2\alpha$. For two points with dipoles along the same principal direction,

$$U=\frac{p_1^2+p_2^2}{2\alpha}-t\,p_1p_2 .$$

Put $p_2=\sigma p_1$ with $\sigma=\pm1$. Then $U=p_1^2(1/\alpha-\sigma t)$, and the unpolarized state loses stability when $\alpha\sigma t=1$. The values of $a^3\sigma t$ are:

- head to tail, parallel: $+2$;
- side by side, antiparallel: $+1$;
- side by side, parallel: $-1$;
- head to tail, antiparallel: $-2$.

The pair first becomes unstable at $x=1/2$, in the head-to-tail mode. Two rules emerge: dipoles gain by being parallel along their own axis and antiparallel across it. A uniform polarization obeys the first rule and violates the second.

## From a pair to a chain

From here lengths are in units of $a$, wavevectors in $1/a$ and field factors in $1/a^3$. Take an infinite chain along $z$ with equal dipoles along $z$. Each site receives $2/n^3$ from the neighbour at distance $n$ on either side:

$$2\sum_{n=1}^\infty\frac{2}{n^3}=4\zeta(3)=4.808 .$$

An isolated chain would thus become unstable at $x=1/4.808=0.208$, already below Herzfeld's value, derived below. A phase advance $q_z$ per site changes the sum to $4\sum_n\cos(q_zn)/n^3$, which cannot exceed $4\zeta(3)$, so the parallel chain is its best longitudinal pattern.

## Chains side by side

Now place such chains on a square grid of positions $\boldsymbol\rho=(x,y)$. We need the field of one chain at a site of another, a distance $\rho$ away and at the same height. It is the second $z$ derivative of

$$\Phi(z)=\sum_n\frac{1}{\sqrt{\rho^2+(z-n)^2}} .$$

This sum diverges by a constant, but its second derivative converges. That derivative is periodic in $z$, so it has a Fourier series. With $k=2\pi m$,

$$\int_{-\infty}^{\infty}\frac{e^{-ikz}}{\sqrt{\rho^2+z^2}}\,dz=2K_0(|k|\rho)\qquad(m\neq0),$$

and two derivatives multiply each coefficient by $-k^2$. The $m=0$ coefficient is the integral of a second derivative whose boundary terms vanish, so it is zero. At $z=0$ the terms $\pm m$ are equal, and the field factor is $-W(\rho)$ with

$$W(\rho)=4\sum_{m=1}^{\infty}(2\pi m)^2K_0(2\pi m\rho)>0 .$$

The sign follows from $K_0(u)=\int_0^\infty e^{-u\cosh s}ds>0$. Parallel chains at equal height oppose each other.

Let the dipoles vary from chain to chain as $\cos(q_xx+q_yy)$. The field factor becomes

$$T_{zz}(q_x,q_y,0)=4\zeta(3)-\sum_{\boldsymbol\rho\neq0}\cos(\mathbf q\cdot\boldsymbol\rho)\,W(\rho).$$

There are four nearest chains with $W(1)=0.1455$ and four diagonal ones with $W(\sqrt2)=0.0091$. If all chains are parallel,

$$4.8082-4(0.1455)-4(0.0091)=4.190 .$$

If neighbouring chains alternate, $\mathbf q=(\pi,\pi,0)$, the nearest chains change sign and the diagonal ones do not:

$$4.8082+4(0.1455)-4(0.0091)=5.354 .$$

Including the more distant chains gives 4.1888 and 5.3536. The thresholds are the reciprocals, 0.2387 and 0.1868.

The formula says more. Since every $W$ is positive, $T_{zz}$ in the plane $q_z=0$ is smallest when every cosine is $+1$, that is, for $\mathbf q\to0$. The uniform mode is the minimum of this sheet of modes, so it cannot be the first to soften.

To find the maximum in the plane, keep two shells and write $u=\cos q_x$, $v=\cos q_y$. The variable part is $-2W(1)(u+v)-4W(\sqrt2)uv$. Its derivative with respect to $u$ is $-2W(1)-4W(\sqrt2)v$, negative for all $|v|\le1$ because $W(1)>2W(\sqrt2)$. The same holds for $v$. The maximum is therefore at $u=v=-1$, the point $M=(\pi,\pi,0)$.

The pattern at $M$ consists of polar chains whose directions alternate like a chessboard. The net dipole is zero, hence the name antiferroelectric.

## The general lattice problem

A general $\mathbf q$ allows any polarization direction. Write $\mathbf p_{\mathbf R}=N^{-1/2}\sum_{\mathbf q}\mathbf p_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$ for $N$ sites. The interaction depends only on differences of sites, so different wavevectors decouple:

$$U=\frac12\sum_{\mathbf q}\mathbf p_{\mathbf q}^\dagger\left[\frac1\alpha-\frac{T(\mathbf q)}{a^3}\right]\mathbf p_{\mathbf q},\qquad T_{ij}(\mathbf q)=\sum_{\mathbf R\ne0}t_{ij}(\mathbf R)\,e^{-i\mathbf q\cdot\mathbf R}.$$

Inversion symmetry makes $T$ real. With $L(\mathbf q)$ its largest eigenvalue, stability requires $xL(\mathbf q)<1$ for every $\mathbf q$. The first instability is at

$$x_c=\frac{1}{\max_{\mathbf q}L(\mathbf q)} .$$

The direct sum converges slowly, since $t$ falls as $1/r^3$ while the number of sites in a shell grows as $r^2$. Ewald's method splits

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

**Short-range part.** Let $f=\operatorname{erfc}(\eta r)/r$ and $g=(2\eta/\sqrt\pi)e^{-\eta^2r^2}$. Since the derivative of $\operatorname{erfc}(\eta r)$ is $-g$,

$$B_1\equiv-\frac{f'}r=\frac{\operatorname{erfc}(\eta r)}{r^3}+\frac g{r^2},\qquad
B_2\equiv-\frac{B_1'}r=\frac{3B_1+2\eta^2g}{r^2}.$$

From $\partial_if=-B_1r_i$ a second derivative gives $\partial_i\partial_jf=B_2r_ir_j-B_1\delta_{ij}$. This is summed over $\mathbf R\ne0$ with weight $\cos\mathbf q\cdot\mathbf R$.

**Long-range part.** The function $\operatorname{erf}(\eta r)/r$ is the potential of a Gaussian charge, with Fourier transform $4\pi e^{-K^2/4\eta^2}/K^2$. Including $\mathbf R=0$ for the moment, Poisson summation turns the lattice sum into a sum over $\mathbf K=\mathbf q+\mathbf G$, where $\mathbf G$ is $2\pi$ times an integer vector. Two derivatives give $-K_iK_j$.

**Self term.** The site $\mathbf R=0$ must be removed again. Near the origin

$$\frac{\operatorname{erf}(\eta r)}r=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2r^2}{3}+\dots\right),$$

whose second derivatives are $-4\eta^3\delta_{ij}/(3\sqrt\pi)$. Subtracting this adds a positive term. Altogether

$$T_{ij}=\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)\left[B_2R_iR_j-B_1\delta_{ij}\right]
-4\pi\sum_{\mathbf K}\frac{K_iK_j}{K^2}e^{-K^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}.$$

The result cannot depend on $\eta$. At $\mathbf q=(0.7,1.9,2.6)$, changing $\eta$ from 1.5 to 2.5 alters no element by more than $4\times10^{-15}$.

## The uniform limit

Because $\nabla^2(1/r)=0$ away from the origin, $T$ is traceless for $\mathbf q\ne0$. As $\mathbf q\to0$, the $\mathbf G=0$ term tends to $-4\pi\hat q_i\hat q_j$, which depends on direction. Everything else tends to a cubic tensor $c\,\delta_{ij}$. Zero trace requires $3c-4\pi=0$, so $c=4\pi/3$. The eigenvalues are

$$\frac{4\pi}3,\quad\frac{4\pi}3\quad\text{(transverse)},\qquad-\frac{8\pi}3\quad\text{(longitudinal)}.$$

The transverse value gives Herzfeld's threshold $x_H=3/(4\pi)=0.2387$. "Uniform" here means a long transverse wave, or a long needle polarized along its axis, where the macroscopic field vanishes. In a uniformly polarized sphere, surface charges add $-4\pi/3$ and cancel the feedback.

## The scan

The procedure is as follows.

1. By cubic symmetry, restrict $\mathbf q$ to $\pi\ge q_x\ge q_y\ge q_z\ge0$ and lay a grid there, leaving out $\mathbf q=0$.
2. Build $T(\mathbf q)$ at each point, diagonalize it and keep $L(\mathbf q)$.
3. Treat $\mathbf q\to0$ by its transverse limit.
4. Refine the largest value by local searches from scattered starting points.
5. Invert the maximum to obtain $x_c$, and read the pattern from $\mathbf q$ and the eigenvector.

With spacing $\pi/12$ there are 454 points. The special points give:

| point | eigenvalues of $T$ |
|---|---|
| $X=(\pi,0,0)$ | $-9.687,\ 4.844,\ 4.844$ |
| $M=(\pi,\pi,0)$ | $-2.677,\ -2.677,\ 5.354$ |
| $R=(\pi,\pi,\pi)$ | $0,\ 0,\ 0$ |

The zeros at $R$ follow from symmetry: the tensor there is cubic, hence proportional to the identity, and traceless. Alternation in all three directions spoils the head-to-tail order that alternation across the chains preserves.

The largest grid value is at $M$, and none of eight local searches from random starts found a larger one. This is numerical evidence for a global maximum, not a proof. The curvatures of $L$ at $M$ are $-0.25$ along $x$ and $y$ and $-2.80$ along $z$. The chain formula explains the first: two shells give $-2W(1)+4W(\sqrt2)=-0.255$. The patterns competing most closely with $M$ are thus those that keep the chains polar and change the order between them.

The claim that some nonuniform pattern precedes the uniform one has firmer support. Take a finite block of sites with open boundaries and set all dipoles outside it to zero. Any pattern in the block is a superposition of Bloch waves, so its field factor is a weighted average of values no larger than $\max L$. The block's top eigenvalue is therefore a lower bound on $\max L$. Direct summation gives 4.701 for $4\times4\times4$ sites, 5.020 for $6\times6\times6$ and 5.271 for $6\times6\times20$. All exceed $4\pi/3=4.189$.

In the longest block, the normalized eigenvector has a summed neighbour product $\sum\mathbf p\cdot\mathbf p'$ of $+0.99$ along $z$ and $-0.90$ along $x$. The alternating polar chains appear without having been assumed.

## What the earlier threshold means

At fixed $\alpha$, density is proportional to $x$. The uniform threshold needs a density $0.2387/0.1868=1.278$ times that of the antiferroelectric one. At the Herzfeld density, about half of a uniform sample of the Brillouin zone already has $L>4\pi/3$. On this lattice, the divergence of the uniform response then belongs to a reference state that is no longer stable.

The instability at $M$ does not itself signal a metal. In a macroscopic field $E$ each point feels $E+4\pi P/3$, so

$$P=x\left(E+\frac{4\pi}{3}P\right),\qquad \varepsilon=1+\frac{4\pi P}{E}=1+\frac{4\pi x}{1-4\pi x/3}.$$

At $x=0.1868$ this is $1+2.347/0.2176=11.8$. The longitudinal eigenvalue gives the same constant by another route. For an applied longitudinal field $D$, $P=x(D-8\pi P/3)$, hence

$$\frac1\varepsilon=1-\frac{4\pi P}{D}=1-\frac{4\pi x}{1+8\pi x/3}=0.0848 .$$

The uniform dielectric constant is finite while the staggered response diverges. The quadratic energy cannot tell what follows. If higher-order terms stop the growth, the result may be an insulator with ordered dipoles; deciding whether the gap closes requires the electrons themselves.

## Numbers for a molecule, and the limit of the point model

To see what densities are involved, take the polarizability of a water molecule and put it on a hypothetical simple cubic lattice. This is not ice. Hartree–Fock theory in the aug-cc-pVDZ basis, with O–H length 0.096 nm and angle 104.5°, gives a mean $\alpha=8.17$ bohr$^3$, or $1.21\times10^{-3}$ nm$^3$. The spacing at the first threshold is

$$a_M=\left(\frac{8.170}{0.18679}\right)^{1/3}=3.52\ \text{bohr}=0.186\ \text{nm},$$

a density of 4.6 g/cm$^3$. The uniform threshold is at 0.172 nm and 5.9 g/cm$^3$.

These numbers are far from ordinary ice, with a density near 0.9 g/cm$^3$ and oxygen neighbours roughly 0.28 nm apart. The spacing $a_M$ is less than twice the O–H length, so separate molecules are doubtful there. The basis is not converged to the digits shown: aug-cc-pVTZ raises $\alpha$ by 3.5%, and adding further diffuse functions to aug-cc-pVDZ raises it by nearly 5%. Either change lengthens $a_M$ by 1 to 2% and lowers the threshold densities by 3 to 5%. Hartree–Fock also omits electron correlation; the measured polarizability is roughly $1.45\times10^{-3}$ nm$^3$, which would lengthen $a_M$ by about 6%. Using the smallest or largest principal polarizability instead of the mean moves $a_M$ between 0.180 and 0.193 nm.

Two other omissions are more serious. The first is the permanent dipole, $\mu=0.0417$ e nm. Arranged in the $M$ pattern at $a_M$, bare point dipoles of this size lower the energy by $\mu^2L/(2a_M^3)=1.03$ eV per molecule, some forty times $k_BT$ at 300 K. In aug-cc-pVTZ the dipole is about 1% smaller, 0.0413 e nm, and with the longer $a_M$ this energy is about 0.98 eV. Spreading the dipoles over the Gaussian width found below reduces this to about 0.3 eV, still some twelve times $k_BT$. Within this model, the permanent dipoles therefore cannot be neglected.

The second is the size of the molecule. Replace each point dipole by a Gaussian dipole of width $s$ per axis. Two Gaussian charges interact as $\operatorname{erf}(r/2s)/r$, because their variances add. This is the long-range Ewald part with $\eta=a/(2s)$, so the smeared lattice tensor consists of the reciprocal sum and the self term alone. The reciprocal sum has no positive eigenvalue. Hence, at every wavevector and density,

$$\frac{\alpha L}{a^3}\le\frac{\alpha}{a^3}\,\frac{4}{3\sqrt\pi}\left(\frac a{2s}\right)^3=\frac{\alpha}{6\sqrt\pi\,s^3}.$$

If the right side is below 1, the smeared model has no polarization instability.

The width follows from the charge induced by a field. For a Gaussian density $G$, a dipole along $z$ has charge density $-p\,\partial_zG$. Integration by parts gives the first moment $p$ and the third moment $3p\int z^2G\,d^3r=3ps^2$, so $s^2$ is the third moment divided by three times the first. With the origin at the centre of the electron cloud, the three directions give an rms width $s=0.072$ nm. The bound is then 0.31, well short of 1. Adding further diffuse functions to the basis raises $s$ by about 3% and lowers this bound by about 5%.

The third moment emphasizes the outer tail, so this $s$ is an estimate. Using the Coulomb self-energy of the computed induced charge in place of the Gaussian one gives bounds between 0.30 and 0.43 for the three directions, still below 1; the same diffuse functions lower them by at most about 0.01. The Gaussian bound stays below 1 for any width above 0.049 nm, and $s$ would have to shrink by about a third to reach that. With $\alpha$ and $s$ held at their free-molecule values, the catastrophe found at 4.6 g/cm$^3$ is a product of treating the molecules as points. Exchange repulsion, charge transfer and changes of $\alpha$ under compression are also missing, and no pressure can be assigned.

The ordering of the two modes is less fragile than the thresholds. At $s/a=0.20$ the factors at $M$ and in the uniform limit are 5.17 and 4.05; at $s/a=0.30$ they are 3.16 and 2.72. Smearing weakens both factors and narrows the gap between them at a given $s/a$, but $M$ stays above the uniform mode at all four widths computed, from 0.15 to 0.30. The result $x_c=0.187$ applies to compact polarizable units on a simple cubic lattice, with $s$ small compared with $a$. The lattice matters: for points on face-centred or body-centred cubic lattices, scans of the zone find no pattern above the uniform limit $4\pi/3$ (with $a^3$ replaced by the volume per site), so there Herzfeld's threshold comes first.

For extended molecules, the ratio $\alpha/(6\sqrt\pi s^3)$ should be examined before either threshold is used. On the simple cubic lattice, the smeared threshold at $M$ is $x=0.187$ when this ratio is 4, 0.198 when it is 2 and 0.267 when it is 1.2; below 1 there is none. The remaining values are in the numerical output.

## Computed results

```
LATTICE (dimensionless; q in 1/a, L in 1/a^3)
Ewald change, eta 1.5 to 2.5: 3.1e-15
wedge points scanned: 454; best q/pi: [1. 1. 0.]
eigenvalues at X (pi,0,0): -9.6874 4.8437 4.8437
eigenvalues at M (pi,pi,0): -2.6768 -2.6768 5.3536
eigenvalues at R (pi,pi,pi): 0.0000 0.0000 0.0000
eigenvalues at q=(0.001,0,0): -8.3776 4.1888 4.1888
L on (t,0,0), t=pi/4, pi/2, 3pi/4: 4.2853 4.5174 4.7484
L on (t,t,0), t=pi/4, pi/2, 3pi/4: 4.3785 4.8090 5.2017
L on (t,t,t), t=pi/4, pi/2, 3pi/4: 3.4530 1.8076 0.4473
best of 8 local searches: 5.353577; L(M): 5.353577
curvature of L at M along x,y,z: -0.254 -0.254 -2.803
threshold alpha/a^3 at M: 0.18679
threshold alpha/a^3, uniform: 0.23873
ratio of thresholds, uniform/M: 1.2781
zone fraction with L > 4pi/3 (1000 octant points): 0.516
single chain 4*zeta(3): 4.80823
W nearest chain: 0.14552; W diagonal chain: 0.00907
chain sum at q=0: 4.188790; at M: 5.353577
cluster L, 4x4x4: 4.7008; 6x6x6: 5.0197; 6x6x20: 5.2707
6x6x20 neighbour correlation along z: 0.989; along x: -0.901
dielectric constant at M threshold: 11.789
SMEARED DIPOLES (dimensionless)
s/a = 0.15: L at M 5.3506, L uniform 4.1863
s/a = 0.20: L at M 5.1712, L uniform 4.0521
s/a = 0.25: L at M 4.3513, L uniform 3.5029
s/a = 0.30: L at M 3.1576, L uniform 2.7209
H2O MOLECULE, HF/aug-cc-pVDZ, ON A MODEL CUBIC LATTICE
input O-H length: 0.096 nm; angle: 104.5 degrees; field: 0.004 a.u.
alpha x,y,z (1e-3 nm^3): 1.0873 1.3468 1.1980
mean alpha: 1.2107 1e-3 nm^3 = 8.1703 bohr^3
spacing at M threshold: 0.1864 nm = 3.5234 bohr
spacing at uniform threshold: 0.1718 nm = 3.2467 bohr
density at M threshold: 4.615 g/cm3; uniform: 5.899 g/cm3
NEGLECTED EFFECTS
M spacing with smallest, largest alpha: 0.1799, 0.1932 nm
permanent dipole: 0.04166 e nm
its bare ordering energy at M threshold: 1.032 eV; kT at 300 K: 0.0259 eV
induced-charge width x,y,z: 0.0729 0.0708 0.0712 nm
rms width s: 0.0716 nm; s/a at M threshold: 0.384
smeared max alpha*L/a^3 at that spacing: 0.3076 (instability needs 1)
smeared upper bound at any density: 0.3096 (instability needs 1)
width above which no instability is possible: 0.0485 nm
```
